# Breit Reduction of the Mercury K-Shell Binding Energy

## The problem

The K-shell binding energy of mercury is \(I=E_{\rm ion}-E_{\rm atom}\), where the ion lacks one 1s electron. By how much does the Breit interaction

\[
B=-\frac{\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\!\cdot\mathbf n)(\boldsymbol\alpha_2\!\cdot\mathbf n)}{2r_{12}},\qquad \mathbf n=\frac{\mathbf r_{12}}{r_{12}},
\]

lower \(I\) in the Dirac-Fock model, and which shells supply the reduction?

Hartree atomic units are used and the rest energy is subtracted. The nucleus is a uniform sphere of radius \(1.2\,\text{fm}\times200^{1/3}=7.02\) fm. An orbital is

\[
\psi=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix},
\]

with real \(P,Q\). A subshell \(a\) holds \(q_a\) electrons.

## A tempting solution

For closed subshells the Breit energy is a sum over pairs, \(E_B=\frac12\sum_{ab}q_aq_bM_{ab}\), with \(M_{ab}\) derived below. The Breit interaction is a small perturbation and the Dirac-Fock energy is stationary, so to first order the orbitals need not change. Hence one keeps the orbitals of the atom, removes one 1s electron, and loses \(q_bM_{1s,b}\) for each subshell \(b\). For \(b=1s\) this is right too: the whole pair energy \(\frac12\cdot2\cdot2\,M=2M\) goes. The numbers are

| Partner shell | Loss (eV) |
|---|---|
| K (1s) | 204.3 |
| L | 87.6 |
| M | 18.8 |
| N | 4.5 |
| O | 0.8 |
| P | 0.0 |

The unrounded sum is 315.9 eV, offered as the answer.

## The fault

The pair energies are correct; the appeal to stationarity is not. Multiply \(B\) by a strength \(\lambda\) and write the energy functional of either system as \(E[\phi]+\lambda E_B[\phi]\). At its own stationary orbitals the change of \(\phi\) with \(\lambda\) does not contribute to the first derivative, so

\[
\frac{dI}{d\lambda}\bigg|_0=E_B^{\rm ion}[\phi_{\rm ion}]-E_B^{\rm atom}[\phi_{\rm atom}].
\]

The tempting solution uses \(E_B^{\rm ion}[\phi_{\rm atom}]\). But the atom's orbitals are stationary for the atom, not for the ion. They differ from the ion's orbitals because a 1s electron is missing, a change that does not vanish with \(\lambda\). The error is therefore of first order in the Breit interaction. The reduction sought is

\[
R=E_B^{\rm atom}[\phi_{\rm atom}]-E_B^{\rm ion}[\phi_{\rm ion}],
\]

which requires two self-consistent calculations.

## The Breit energy of a pair

**Only exchange survives.** The summed current of a closed subshell is spherically symmetric, hence radial. Its radial part is proportional to \(P_aQ_a-Q_aP_a=0\), as shown below, so direct terms with a closed subshell vanish. The lone 1s electron of the ion has no interaction with itself. We define \(M_{ab}\) by

\[
\sum_{m_am_b}\langle ab|B|ba\rangle=-(2j_a+1)(2j_b+1)M_{ab}.
\]

Exchange enters the energy with a minus sign, which gives \(E_B=\frac12\sum q_aq_bM_{ab}\).

**Splitting the operator.** Since \(\partial_{1i}\partial_{2j}r_{12}=-(\delta_{ij}-n_in_j)/r_{12}\),

\[
B=-\frac{\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2}{r_{12}}-\tfrac12(\boldsymbol\alpha_1\!\cdot\nabla_1)(\boldsymbol\alpha_2\!\cdot\nabla_2)\,r_{12}.
\]

The first term is the Gaunt part, the second the retardation part.

**The transition current.** Let \(u=P_aQ_b\), \(w=Q_aP_b\), \(s=u+w\), \(d=u-w\), \(\Delta=\kappa_a-\kappa_b\). Then

\[
\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b=\frac{i}{r^2}\left[u\,\chi_a^\dagger\boldsymbol\sigma\chi_{-b}-w\,\chi_{-a}^\dagger\boldsymbol\sigma\chi_b\right],
\]

where \(\chi_{-a}\) has \(-\kappa_a\). Let \(C=C_{JM}\) be a spherical harmonic normalized to \(4\pi/(2J+1)\). We project \(\mathbf j_{ab}\) on \(\hat{\mathbf r}C\), \(r\nabla C\) and \(\mathbf LC\), with \(\mathbf L=-i\mathbf r\times\nabla\). Two properties of the spinors suffice: \(\sigma_r\chi_\kappa=-\chi_{-\kappa}\) and \(\boldsymbol\sigma\!\cdot\!\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa\).

- Because \(\mathbf L\) is a first derivative, \(\boldsymbol\sigma\!\cdot\!(\mathbf LC)=\boldsymbol\sigma\!\cdot\!\mathbf L\,C-C\,\boldsymbol\sigma\!\cdot\!\mathbf L\). Its matrix element between \(\kappa\) and \(\kappa'\) is \((\kappa'-\kappa)\langle\kappa|C|\kappa'\rangle\).
- From \(\boldsymbol\sigma\!\cdot\!\nabla=\sigma_r(\partial_r-\boldsymbol\sigma\!\cdot\!\mathbf L/r)\) follows \(\boldsymbol\sigma\!\cdot\!(r\nabla C)=-\sigma_r\,\boldsymbol\sigma\!\cdot\!(\mathbf LC)\).
- Since \(\sigma_r^2=1\), \(\langle-a|C|-b\rangle=\langle a|C|b\rangle\equiv c\) and \(\langle-a|C|b\rangle=\langle a|C|-b\rangle\equiv c'\).

For \(\hat{\mathbf r}C\) both spinor elements equal \(-c\). For \(r\nabla C\) they are \(+\Delta c\) with \(u\) and \(-\Delta c\) with \(w\). For \(\mathbf LC\) they are \(\mp(\kappa_a+\kappa_b)c'\). The projections are thus

\[
\hat{\mathbf r}C:\ -\frac{i}{r^2}\,d\,c,\qquad
r\nabla C:\ \frac{i}{r^2}\,\Delta s\,c,\qquad
\mathbf LC:\ -\frac{i}{r^2}(\kappa_a+\kappa_b)\,s\,c'.
\]

For \(a=b\) the radial part vanishes, as used above. By parity \(c\) requires even \(l_a+l_b+J\), and \(c'\) requires odd.

**The angular weight.** In spinors \(\eta_\pm\) quantized along \(\hat{\mathbf r}\),

\[
\chi_{\kappa m}=\sqrt{\tfrac{2j+1}{8\pi}}\left(D^{j*}_{m,1/2}\eta_+\pm D^{j*}_{m,-1/2}\eta_-\right).
\]

The integral of three rotation matrices is \(4\pi\) times two 3j symbols. When parity allows, the two spin directions add equally, and \(2\cdot4\pi/8\pi=1\). The squared 3j symbols containing \(m_a,M,m_b\) sum to one, so

\[
\sum|c|^2=(2j_a+1)(2j_b+1)\,t_J,\qquad t_J=\begin{pmatrix}j_a&J&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2,
\]

and the same holds for \(c'\).

**Gaunt part.** Write \(1/r_{12}=\sum_kU_k\sum_qC^*_{kq}(1)C_{kq}(2)\), with \(U_k=r_<^k/r_>^{k+1}\). The rank \(k\) belongs to the Cartesian components of the current. \(\mathbf LC\) has \(k=J\). The gradients of the harmonic functions \(r^JC\) and \(r^{-J-1}C\) have harmonic components, and supply the other two:

\[
J\hat{\mathbf r}C+r\nabla C\ (k=J-1),\qquad -(J+1)\hat{\mathbf r}C+r\nabla C\ (k=J+1).
\]

Since \(r\nabla C\) and \(\mathbf LC\) have \(J(J+1)\) times the squared norm of \(C\), the squared norms of these three fields are \(4\pi J(J+1)/(2J+1)\), \(4\pi J\) and \(4\pi(J+1)\). The expansion of \(1/r_{12}\) asks for norm \(4\pi/(2k+1)\). The squared projections are therefore divided by \(J(J+1)\), \(J(2J-1)\) and \((J+1)(2J+3)\), respectively. With \(\langle f|K|g\rangle=\iint f(r)K(r,r')g(r')\,dr\,dr'\) and \(\mathbf j_{ba}=\mathbf j_{ab}^*\), the contributions to \(M_{ab}\), apart from \(t_J\), are

\[
\text{odd: }\frac{(\kappa_a+\kappa_b)^2}{J(J+1)}\langle s|U_J|s\rangle,
\]

\[
\text{even: }\frac{\langle Jd-\Delta s|U_{J-1}|Jd-\Delta s\rangle}{J(2J-1)}+\frac{\langle (J+1)d+\Delta s|U_{J+1}|(J+1)d+\Delta s\rangle}{(J+1)(2J+3)}.
\]

For \(J=0\) the \(U_{J-1}\) term is absent.

**Retardation part.** Two integrations by parts move the gradients from \(r_{12}\) to the currents with sign \((-1)^2\). The projection of \(\nabla\!\cdot\mathbf j_{ab}\) on \(C\) is the radial derivative term minus \(1/r\) times the projection on \(r\nabla C\), namely \(-(i/r^2)(d'+\Delta s/r)c\). The contribution to \(M_{ab}\) is therefore \(+\frac12\langle d'+\Delta s/r|v_J|d'+\Delta s/r\rangle\), where \(v_J\) is the multipole of \(r_{12}\). Expanding \(r_{12}=(r^2+r'^2-2rr'\cos\theta)/r_{12}\) with the recursion for \(\cos\theta\,P_k\) gives

\[
v_J=a\frac{r_<^{J+2}}{r_>^{J+1}}-b\frac{r_<^{J}}{r_>^{J-1}},\qquad a=1-\frac{2(J+1)}{2J+3}=\frac1{2J+3},\quad b=\frac{2J}{2J-1}-1=\frac1{2J-1}.
\]

We integrate \(d'\) by parts; \(d\) vanishes at both ends. No delta function arises, because the jump of \(\partial_rv_J\) at \(r=r'\) is proportional to \(a(2J+3)-b(2J-1)=0\). The kernels needed are

\[
\partial_r\partial_{r'}v_J=-a(J+1)(J+2)U_{J+1}+bJ(J-1)U_{J-1},\qquad \frac{v_J}{rr'}=aU_{J+1}-bU_{J-1},
\]

\[
\frac{\partial_rv_J}{r'}=\begin{cases}a(J+2)U_{J+1}-bJU_{J-1},&r<r'\\-a(J+1)U_{J+1}+b(J-1)U_{J-1},&r>r'.\end{cases}
\]

They enter with factors \(\frac12\) for \(dd\), \(-\Delta\) for \(d(r)s(r')\) and \(\frac12\Delta^2\) for \(ss\). The Gaunt part has \(dd\) coefficients \(bJ\) and \(a(J+1)\), \(ds\) coefficients \(-2b\Delta\) and \(2a\Delta\), and \(ss\) coefficients \(b\Delta^2/J\) and \(a\Delta^2/(J+1)\), each time for \(U_{J-1}\) and \(U_{J+1}\). Adding, the even terms for \(J\ge1\) become

\[
\frac{J(J+1)}2\langle d|bU_{J-1}-aU_{J+1}|d\rangle+\Delta^2\Big\langle s\Big|\frac{b(2-J)}{2J}U_{J-1}+\frac{a(J+3)}{2(J+1)}U_{J+1}\Big|s\Big\rangle+\Delta\langle d|G_J|s\rangle,
\]

\[
G_J=\begin{cases}b(J-2)U_{J-1}-aJU_{J+1},&r<r'\\a(J+3)U_{J+1}-b(J+1)U_{J-1},&r>r'.\end{cases}
\]

For \(J=0\), where \(\Delta=0\), the \(dd\) coefficient of \(U_1\) is \(a(1-1)=0\): a spherically symmetric radial current is purely longitudinal and carries no transverse interaction, whereas the \(dd\) term survives at higher \(J\) even when \(\Delta=0\) (parity then requires even \(J\ge2\), hence \(j\ge\frac32\)). The numerical check compares these formulas with momentum-space integrals over explicit spinor currents.

**The 1s pair.** Here \(d=\Delta=0\), \(s=2PQ\), and \(J=1\) remains, with \(t_1=\frac16\). The pair energy is

\[
2M=2\cdot\tfrac16\cdot\tfrac{(-2)^2}{2}\cdot4\,\langle PQ|U_1|PQ\rangle=\tfrac83\langle PQ|U_1|PQ\rangle.
\]

For a hydrogen-like 1s orbital at small \(Z/c\), \(Q\simeq-(Z/2c)P\), and \(\langle P^2|U_1|P^2\rangle\) scales as \(Z\). This magnetic energy then grows as \(Z^3/c^2\).

## The two self-consistent fields

With \(\rho_{ab}=P_aP_b+Q_aQ_b\) and nuclear potential \(V\), the Dirac-Fock energy for closed subshells is

\[
E=\sum_aq_ah_a+\tfrac12\sum_{ab}q_aq_b\Big[\langle\rho_{aa}|U_0|\rho_{bb}\rangle-\sum_{J\,\rm even}t_J\langle\rho_{ab}|U_J|\rho_{ab}\rangle\Big],
\]

\[
h_a=\int\!\Big[V(P_a^2+Q_a^2)-2c^2Q_a^2+2cQ_a\Big(P_a'+\frac{\kappa_a}rP_a\Big)\Big]dr,
\]

where "even" refers to \(l_a+l_b+J\).

The ion needs two changes. First, setting \(q_{1s}=1\) in the double sums leaves a false self-interaction, which must be subtracted. In \(E_B\) it would be \(\frac12M\), a quarter of the pair energy, or \(204.3/4=51.1\) eV with the atom's orbitals.

Secondly, 1s and \(ns\) now have different Fock operators \(F_a\), defined by \(\delta E=2q_a\langle\delta\phi_a|F_a|\phi_a\rangle\). The rotation \(\delta\phi_{1s}=\epsilon\phi_{ns}\), \(\delta\phi_{ns}=-\epsilon\phi_{1s}\) keeps the orbitals orthonormal. Stationarity under it requires

\[
\langle ns|\,2F_{ns}-F_{1s}\,|1s\rangle=0 .
\]

The orbitals are expanded in splines \(f_i\) for \(P\) and in \(f_i'+\kappa f_i/r\) for \(Q\), which ties the small component to the large one as the nonrelativistic limit demands. The occupied orbitals are taken from the solutions above the negative-energy set.

## Result

Without the Breit interaction,

\[
I=-16578.1166+19648.8544=3070.7378\ \text{hartree}=83.559\ \text{keV}.
\]

The negative of the 1s orbital energy is 83.654 keV, so relaxation lowers the Coulomb value by 0.095 keV.

The Breit energies, each with the system's own orbitals, give

\[
R=22.6653-11.5200=11.1453\ \text{hartree}=303.3\ \text{eV}.
\]

The binding energy falls to 83.256 keV. The argument from stationarity is tested on the ion: the slope of its self-consistent energy with respect to \(\lambda\) is also 11.5200 hartree.

The split by shell is the table above plus one relaxation term:

\[
R=315.9-12.6=303.3\ \text{eV}.
\]

The tempting answer is thus too large by 4% of \(R\). The relaxation term is negative because the remaining electrons have a larger Breit energy in the ion's orbitals than in the atom's. This term is not assigned to a shell, since all orbitals change together.

Of the frozen-orbital sum, 65% comes from the other 1s electron. Within the L shell, 2s gives 19.29 eV, 2p\(_{1/2}\) 39.14 eV and 2p\(_{3/2}\) 29.15 eV. The two 2p\(_{1/2}\) electrons thus contribute more than the four 2p\(_{3/2}\) electrons. By operator, the frozen sum consists of 342.3 eV from the Gaunt part and \(-26.4\) eV from retardation; the Gaunt part alone would overstate it.

If \(B\) is kept in both self-consistent fields at full strength, the reduction is

\[
3070.7378-(-16566.6072+19626.2211)=11.1239\ \text{hartree}=302.7\ \text{eV}.
\]

The 0.6 eV difference from first order measures the orbital response to \(B\) within this mean-field model; it is not a complete second-order treatment. Going to a coarser radial grid changes \(R\) by 0.02 eV and \(I\) by 0.6 eV, about 0.02 hartree. In a converged basis all four total energies lie about 0.05 hartree lower than printed here (for example \(-19648.904\) for the atom and \(-16578.166\) for the ion) and the two Breit energies 0.0002 hartree lower. These shifts cancel in the differences: \(I\) moves by only 0.0004 hartree and \(R\) stays at 303.3 eV. The four decimals of the total energies are therefore kept only for the subtractions. The last digit of \(I\) in keV depends on the assumed nuclear size: raising the radius by 0.5%, to 7.055 fm, lowers \(I\) by about 0.4 eV.

The reduction is therefore about 0.30 keV for the instantaneous Breit operator in the Dirac-Fock model. The frequency dependence of the exchanged photon, radiative corrections, correlation and nuclear recoil are left out. Their sizes are not estimated here, so the decimals of \(R\) describe the model and not the measured binding energy.

## Table of computed values

```
nuclear charge Z: 80
mass number in the radius model: 200
nuclear sphere radius: 7.018 fm
speed of light: 137.035999 a.u.
hartree: 27.211386 eV
radial elements, Gauss points: 30, 270
largest relative error, Sommerfeld test: 7.1e-07
largest relative error, exchange test: 8.7e-13
neon, nonrelativistic limit, this code: -128.54710 hartree
neon, Gaussian-basis Hartree-Fock: -128.54702 hartree
Hg atom, Dirac-Fock energy: -19648.8544 hartree
Hg 1s-hole ion, Dirac-Fock energy: -16578.1166 hartree
K binding, minus orbital energy: 83.654 keV
K binding, total-energy difference: 3070.7378 hartree
K binding, same: 83.559 keV
Breit energy, atom: 22.6653 hartree
Breit energy, ion: 11.5200 hartree
slope of ion energy in Breit strength: 11.5200 hartree
first-order reduction R: 11.1453 hartree
first-order reduction R: 303.3 eV
K binding with first-order Breit: 83.256 keV
atom energy, Breit self-consistent: -19626.2211 hartree
ion energy, Breit self-consistent: -16566.6072 hartree
self-consistent reduction: 302.7 eV
frozen part from 1s: 204.29 eV
frozen part from 2s: 19.29 eV
frozen part from 2p1/2: 39.14 eV
frozen part from 2p3/2: 29.15 eV
frozen part from whole L shell: 87.57 eV
frozen part from whole M shell: 18.78 eV
frozen part from whole N shell: 4.48 eV
frozen part from whole O shell: 0.75 eV
frozen part from whole P shell: 0.02 eV
frozen sum over shells: 315.90 eV
Gaunt part of frozen sum: 342.33 eV
retardation part of frozen sum: -26.43 eV
relaxation part of R: -12.62 eV
1s-1s share of frozen sum: 64.7 %
change of R on coarser grid: 2.1e-02 eV
change of K binding on coarser grid: 5.7e-01 eV
```
